# Spreading of a Precursor Pulse in Laminar Flow Between Parallel Plates

A valve releases a short pulse of precursor into a carrier gas flowing between two parallel plates. Gas at mid-gap runs ahead, gas near the plates lags, and molecules diffuse between the two. The problem is to find how long the pulse has become when it reaches the end of the channel.

The plates lie at \(y=0\) and \(y=h\), so \(h\) is the full gap, and the flow is along \(x\). The precursor is dilute and does not react. The plates neither absorb nor retain it. The flow is steady and fully developed, the gas properties and the molecular diffusivity \(D\) are constant, and side walls are ignored until part (h). Let \(\eta=y/h\), let \(\langle f\rangle=\int_0^1 f\,d\eta\) be the average over the gap, and let a prime on a function of \(y\) mean \(d/dy\). The mean velocity is \(U\), and the Péclet number is \(\mathrm{Pe}=Uh/D\).

## (a) Find the velocity profile and the transport equation in a frame moving at \(U\).

**Solution.** In developed flow the pressure gradient \(-P\) balances viscous friction, \(\mu u''=-P\), with viscosity \(\mu\). With \(u=0\) at both plates,

\[
u=\frac{P}{2\mu}\,y(h-y)=\frac{Ph^2}{2\mu}\,\eta(1-\eta).
\]

Since \(\langle\eta(1-\eta)\rangle=1/2-1/3=1/6\), the mean is \(U=Ph^2/(12\mu)\), and so \(u=6U\eta(1-\eta)\).

Conservation of precursor gives \(c_t+uc_x=D(c_{xx}+c_{yy})\). Replace \(x\) by \(x-Ut\), and call the new coordinate \(x\) again. The time derivative at a fixed laboratory position becomes \(\partial_t-U\partial_x\), so

\[
c_t+w\,c_x=D(c_{xx}+c_{yy}),\qquad w=u-U=U(6\eta-6\eta^2-1).
\]

The inert plates require \(c_y=0\) at \(y=0,h\). The relative velocity averages to zero: \(\langle w\rangle=U(3-2-1)=0\).

## (b) Derive equations for the axial moments \(m_p(y,t)=\int x^p c\,dx\), and find the late form of \(m_0\).

**Solution.** Multiply the transport equation by \(x^p\) and integrate over all \(x\). The pulse vanishes far away, so integration by parts leaves no end terms:

\[
-w\int x^pc_x\,dx=p\,w\,m_{p-1},\qquad
D\int x^pc_{xx}\,dx=p(p-1)D\,m_{p-2}.
\]

Therefore

\[
\partial_t m_p=D\,m_p''+p\,w\,m_{p-1}+p(p-1)D\,m_{p-2},
\]

with \(m_p'=0\) at the plates. Normalize the pulse so that \(\langle m_0\rangle=1\) initially.

For \(p=0\) this is pure diffusion across the gap. The average stays at 1, because no precursor leaves. Every other part of \(m_0\) is a sum of terms \(\cos(n\pi\eta)\), \(n\ge1\), decaying at the rates \(n^2\pi^2D/h^2\). Hence \(m_0\to1\) once \(t\gg h^2/(\pi^2D)\), wherever in the gap the gas was released.

## (c) Find the late form of \(m_1\). How far is gas released at a plate finally displaced from the mean flow?

**Solution.** With \(m_0=1\), the first moment obeys \(\partial_tm_1=Dm_1''+w\). Define \(g(y)\) by

\[
Dg''=w,\qquad g'=0\ \text{at the plates},\qquad \langle g\rangle=0.
\]

Then \(m_1=A-g\), with constant \(A\), is a steady solution. Any difference from it diffuses away, except for its average, which is absorbed in \(A\). The early source \(w(m_0-1)\) dies exponentially and so can change only \(A\).

Put \(g=(Uh^2/D)\,G(\eta)\). Then \(d^2G/d\eta^2=6\eta-6\eta^2-1\), and one integration from \(\eta=0\) gives

\[
\frac{dG}{d\eta}=3\eta^2-2\eta^3-\eta=-\eta(1-\eta)(1-2\eta).
\]

This vanishes at \(\eta=1\) too, as it must because \(\langle w\rangle=0\). A second integration gives \(G=C-\eta^2/2+\eta^3-\eta^4/2\). Zero average requires \(C=1/6-1/4+1/10=1/60\).

The displacement of the pulse's centre follows from \(d\langle m_1\rangle/dt=\langle wm_0\rangle\). Two integrations by parts, with zero slopes at the plates, give

\[
\frac{d}{dt}\langle gm_0\rangle=D\langle gm_0''\rangle=D\langle g''m_0\rangle=\langle wm_0\rangle .
\]

So \(\langle m_1\rangle\) and \(\langle gm_0\rangle\) change by equal amounts. The second ends at \(\langle g\rangle=0\). For release at \(x=0\) with initial distribution \(f(y)\) across the gap, the final displacement is therefore \(-\langle gf\rangle\). For release at a plate it is

\[
-g(0)=-\frac{Uh^2}{60D}=-\frac{\mathrm{Pe}\,h}{60}.
\]

The gas starts in the slow layer and ends behind the mean flow by this fixed distance. It does not keep falling behind, because it comes to sample the whole gap.

## (d) Find the effective diffusivity, defined as half the late growth rate of the variance of the gap-averaged pulse.

**Solution.** Average the equation for \(m_2\). The term \(D\langle m_2''\rangle\) vanishes because the slopes at the plates are zero, so

\[
\frac{d\langle m_2\rangle}{dt}=2\langle wm_1\rangle+2D .
\]

At late times \(m_1=A-g\), and the constant drops out because \(\langle w\rangle=0\). Substitute \(w=Dg''\) and integrate by parts once:

\[
\langle wm_1\rangle=-\langle wg\rangle=-D\langle gg''\rangle=D\langle g'^2\rangle .
\]

The variance is \(\langle m_2\rangle-\langle m_1\rangle^2\), and its second term is constant by now. Hence \(D_{\rm eff}=D+D\langle g'^2\rangle\). Because \(g'=(Uh/D)\,dG/d\eta\), the remaining integral is

\[
\int_0^1\eta^2(1-\eta)^2(1-2\eta)^2d\eta
=\int_0^1\left[\eta^2(1-\eta)^2-4\eta^3(1-\eta)^3\right]d\eta ,
\]

where \((1-2\eta)^2=1-4\eta(1-\eta)\) was used. From \(\int_0^1\eta^n(1-\eta)^nd\eta=(n!)^2/(2n+1)!\), the two parts are \(1/30\) and \(4/140\), with difference \(1/210\). The result is

\[
\boxed{D_{\rm eff}=D\left(1+\frac{\mathrm{Pe}^2}{210}\right)},\qquad \mathrm{Pe}=\frac{Uh}{D}.
\]

If the Péclet number is built on the half gap, \(\mathrm{Pe}\) is twice that number and the coefficient becomes \(4/210=2/105\).

The added term is \(U^2h^2/(210D)\). A molecule keeps a velocity deviation of order \(U\) for a time of order \(h^2/D\) before it diffuses to another layer. A random walk with such steps has a diffusivity of order \(U^2h^2/D\), and the integral supplies the small factor.

For \(\mathrm{Pe}\ll\sqrt{210}\approx14.5\), molecular diffusion along the channel dominates. For \(\mathrm{Pe}\gg\sqrt{210}\), \(D_{\rm eff}\) varies as \(1/D\): faster diffusion across the gap makes the pulse shorter. At fixed \(U\) and \(h\), setting \(dD_{\rm eff}/dD=1-U^2h^2/(210D^2)=0\) places the minimum at \(\mathrm{Pe}=\sqrt{210}\), where \(D_{\rm eff}=2D\).

## (e) For a thin pulse uniform across the gap, find the variance at all times and its early and late limits.

**Solution.** Now \(m_0=1\) from the start and \(m_1(y,0)=0\). Expand \(w=\sum_{n\ge1}w_n\cos(2\pi n\eta)\); odd multiples of \(\pi\eta\) are absent because \(w\) is symmetric about mid-gap. With \(q=2\pi n\), two integrations by parts give

\[
w_n=2U\int_0^1(6\eta-6\eta^2-1)\cos(q\eta)\,d\eta
=-\frac{24U}{q^2}=-\frac{6U}{\pi^2n^2}.
\]

Each component of \(m_1\) is driven by \(w_n\) and decays at \(\lambda_n=4\pi^2n^2D/h^2\), so its amplitude is \(w_n(1-e^{-\lambda_nt})/\lambda_n\). The average of a squared cosine is \(1/2\), hence

\[
2\langle wm_1\rangle=\sum_n w_n^2\,\frac{1-e^{-\lambda_nt}}{\lambda_n}.
\]

Here \(\langle m_1\rangle=0\), and integration over time gives the variance

\[
\sigma^2=2Dt+\sum_nw_n^2\left[\frac{t}{\lambda_n}-\frac{1-e^{-\lambda_nt}}{\lambda_n^2}\right].
\]

*Early limit.* For \(t\ll h^2/(4\pi^2D)\) the bracket tends to \(t^2/2\). Since \(\sum w_n^2/2=\langle w^2\rangle=36U^2/30-U^2=U^2/5\), the leading form is \(\sigma^2\approx2Dt+U^2t^2/5\). Each layer moves at its own speed, and no effective diffusivity exists yet.

*Late limit.* The exponentials vanish. The two sums are

\[
\sum_n\frac{w_n^2}{\lambda_n}=\frac{9U^2h^2}{\pi^6D}\sum_n\frac1{n^6}=\frac{U^2h^2}{105D},
\qquad
\sum_n\frac{w_n^2}{\lambda_n^2}=\frac{9U^2h^4}{4\pi^8D^2}\sum_n\frac1{n^8}=\frac{U^2h^4}{4200D^2},
\]

with \(\sum n^{-6}=\pi^6/945\) and \(\sum n^{-8}=\pi^8/9450\). Thus

\[
\sigma^2\to2D_{\rm eff}t-\frac{\mathrm{Pe}^2h^2}{4200}.
\]

The first sum confirms part (d) by another route. The constant records the slower spreading at the start.

## (f) Show that the late pulse is Gaussian.

**Solution.** Let \(\hat c(k,y,t)=\int c\,e^{-ikx}dx\). Then \(\partial_t\hat c=-L_k\hat c\), with \(L_k=-D\partial_y^2+Dk^2+ikw\). At \(k=0\) the lowest decay rate is zero, its mode is constant in \(y\), and the next rate is \(\pi^2D/h^2\). The lowest rate is thus isolated, and for small \(k\) it and its mode can be expanded in powers of \(k\):

\[
\phi=1+k\phi_1+k^2\phi_2+\dots,\qquad \mu_k=k\mu_1+k^2\mu_2+\dots,\qquad \langle\phi\rangle=1 .
\]

At order \(k\), \(-D\phi_1''+iw=\mu_1\). Its average gives \(\mu_1=0\), and then \(\phi_1=ig\). At order \(k^2\), \(-D\phi_2''+D+iw\phi_1=\mu_2\). Its average gives \(\mu_2=D-\langle wg\rangle=D_{\rm eff}\).

At late times the other modes have died, so \(\langle\hat c\rangle=[1+O(k)]\exp[-D_{\rm eff}k^2t+O(k^3t)]\). Pulse lengths grow as \(\sqrt t\), so set \(k=\kappa/\sqrt t\) with \(\kappa\) fixed. Both corrections vanish as \(t\to\infty\), leaving \(\exp(-D_{\rm eff}\kappa^2)\), the transform of a Gaussian of variance \(2D_{\rm eff}t\).

The cubic term makes the third central moment grow in proportion to \(t\). Divided by \(\sigma^3\propto t^{3/2}\), it gives a skewness that falls as \(t^{-1/2}\).

## (g) Evaluate the pulse for a feed channel at 760 Torr and 400 K with \(D=0.2\) cm²/s, \(h=0.2\) cm, \(U=40\) cm/s and length 40 cm. Compare the flow contribution at 1 Torr.

**Solution.** The Péclet number is \(40\times0.2/0.2=40\), and \(\mathrm{Pe}^2/210=1600/210=7.62\). Hence

\[
D_{\rm eff}=0.2\times8.62=1.72\ \text{cm}^2/\text{s}.
\]

The transit time is \(40/40=1\) s, about fifty times the slowest gap-mode time \(h^2/(\pi^2D)=0.020\) s. At the outlet \(\sigma^2=2\times1.724\times1=3.45\) cm², so \(\sigma=1.86\) cm. Molecular diffusion alone would give 0.63 cm. Since \(\sigma\) is small beside the channel length, the pulse changes little while passing a detector, and its standard deviation in time is close to \(\sigma/U=46\) ms.

The constant from part (e) is \(-0.015\) cm², or 0.4 % of \(2D_{\rm eff}t\). Release at a plate would shift the pulse back by 0.13 cm. For release uniform across the gap the skewness is \(-0.035\), a slight excess of tail on the upstream side; for release at a plate it is \(-0.034\).

A finite-volume solution of the moment equations with 80 cells across the gap gives \(D_{\rm eff}/D=8.61904\), against 8.61905 from the formula. A separate Fourier solution gives the whole profile for release uniform across the gap. Its largest deviation from the Gaussian, relative to the peak, is 0.89 % at \(t=5h^2/D\) (the outlet), 0.42 % at \(20h^2/D\) and 0.20 % at \(80h^2/D\). It roughly halves when time is quadrupled, as \(t^{-1/2}\) requires. Other releases deviate more from the same Gaussian at the outlet, mostly through the shifted centre of part (c): 3.8 % for release at a plate and 2.1 % for release in proportion to the local velocity.

At 1 Torr and the same temperature, \(D\propto1/p\) gives 152 cm²/s. Take also a faster flow, 400 cm/s, in the same gap. Then \(\mathrm{Pe}=400\times0.2/152=0.53\), and the flow adds 0.13 % to \(D\), which is negligible. This is a local comparison. The pressure drop \(12\mu U\times\text{length}/h^2\) is \(1.04\times10^{-4}\) of 760 Torr in the first case, or 0.079 Torr. At ten times the velocity the same estimate gives 0.79 Torr, too large a share of 1 Torr for conditions to be uniform along 40 cm. In isothermal viscous flow \(pU\) is constant, so \(p\,dp/dx\) is constant too, and \(p^2\) falls by \(2\times0.79\times1\approx1.6\) Torr² over the length. Gas entering at 1 Torr has only 1 Torr² to lose, so in this estimate, which neglects slip, 1 Torr and 400 cm/s cannot be the inlet values. Slip at the plates lowers the pressure drop and makes this limit less sharp. As outlet values they require about \(\sqrt{1+1.6}\approx1.6\) Torr at the inlet, with slip neglected. The local \(\mathrm{Pe}\) is unchanged by the falling pressure in isothermal flow, since \(U\) and \(D\) both vary as \(1/p\), but the pulse length at the outlet would need a calculation with varying pressure.

## (h) The channel is \(W=20\) cm wide and has side walls. When does the plate result hold, and what else limits it?

**Solution.** Near a side wall, at distance \(s\), the flow must also vanish at \(s=0\). Expand the plate profile as \(6U\eta(1-\eta)=\sum_{n\,\rm odd}(48U/\pi^3n^3)\sin n\pi\eta\). The correction that cancels it at the wall has no pressure source, so each sine decays as \(e^{-n\pi s/h}\). With \(\langle\sin n\pi\eta\rangle=2/(n\pi)\), the depth-averaged velocity is

\[
v(s)=U\left[1-\sum_{n\,\rm odd}\frac{96}{\pi^4n^4}e^{-n\pi s/h}\right].
\]

The integrated deficit of both sides is \(U\delta\), with \(\delta=2h\sum_{n\,\rm odd}96/(\pi^5n^5)\approx0.63h\).

Lateral diffusion now plays the part that diffusion across the gap played before. To leading order in \(h/W\), the depth-averaged pulse obeys the same equations with \(v\) in place of \(u\). The mean of \(v\) is \(V=U(1-\delta/W)\), so away from the thin side layers \(v-V=U\delta/W\). With \(z\) measured from mid-width, \(Dg_z=U\delta z/W\). Since the width average of \(z^2\) is \(W^2/12\), the added diffusivity is

\[
\frac{1}{D}\,\frac{U^2\delta^2}{W^2}\,\frac{W^2}{12}=\frac{U^2\delta^2}{12D}.
\]

The width cancels. The coefficient \(1/210\) is multiplied by \(1+210\delta^2/(12h^2)\), nearly 8, for any width much larger than the gap. For \(W/h=100\), a sum over lateral modes that keeps the finite thickness of the side layers gives 7.75, with the gap part taken as 1 and \(U\) the mid-width velocity. The side layers also lower the gap part by about 1 %, so the factor for the full cross-section is 7.74; referred to the duct mean \(V\) instead of \(U\), it is 7.84. By the criterion of part (b), with \(W\) in place of \(h\), this regime needs times well beyond \(W^2/(\pi^2D)=2000/\pi^2\approx200\) s. That time grows as \(W^2\), so the limits of long time and infinite width cannot be exchanged.

At the transit time of 1 s, the formula of part (e) applies to the lateral modes, with \(\lambda_m=4\pi^2m^2D/W^2\) and the cosine coefficients of \(v\). For a pulse filling the width uniformly, the lateral modes add 1.58 cm² to the whole-width variance, 46 % of the plate value. The gap part is about 0.03 cm² smaller than between infinite plates, so the net addition is 1.55 cm², or 45 %. The lateral diffusion length \(\sqrt{2Dt}\) is 0.63 cm, so the addition comes from gas near the sides. Mid-width is 10 cm from either side, some sixteen such lengths, and the plate result holds there.

The parameters are round values chosen for illustration, with nitrogen as the carrier gas; \(D\) is not a measured value for a particular precursor. With \(D=0.15\) cm²/s instead of 0.2, \(D_{\rm eff}\) would be 2.18 cm²/s and \(\sigma\) at the outlet 2.09 cm. The estimates below use a molar mass of 72 g/mol, that of trimethylaluminium. A surface on which the precursor reacts breaks the assumption of inert plates. For sticking probability \(s_0\) and thermal speed \(\bar v\), each plate removes \(s_0\bar vc/4\) per unit area and time, so the loss rate is \(s_0\bar v/(2h)\). A loss of 1 % during transit corresponds to

\[
s_0=\frac{0.01\times2h}{\bar vt}=\frac{0.004\ \text{cm}}{3.43\times10^4\ \text{cm/s}\times1\ \text{s}}\approx1.2\times10^{-7}.
\]

The formula thus suits a feed channel whose walls are saturated or unreactive. It does not apply where a growing film consumes an appreciable share of the precursor during transit. Reversible adsorption would also delay and lengthen the pulse; it is not sized here.

Further effects, for the 760 Torr example unless stated:

- A square valve opening of 50 ms adds \(50^2/12\) ms² to the variance in time and raises the standard deviation from 46 to 49 ms, by 5 %.
- If the gas is 10 K hotter, with \(D\propto T^{1.75}\) and \(U\) held fixed, \(D_{\rm eff}\) falls by 3 %. It falls because \(\mathrm{Pe}\) lies above \(\sqrt{210}\).
- The Reynolds number \(Uh/\nu\), with kinematic viscosity \(\nu\), is 31. From a flat inlet profile, the flow develops within about \(Uh^2/(\pi^2\nu)=0.6\) cm of the 40 cm; this is an upper estimate.
- The mean free path is \(5\times10^{-5}\) of the gap, so slip at the plates is negligible. At 1 Torr the ratio is 0.036.
- Let the precursor mole fraction be \(10^{-3}\), and let \(\Delta\rho\) be the density excess it causes. Between horizontal plates the axial density gradient drives a flow of scale \(g_0\Delta\rho\,h^3/(\mu\sigma)=6\times10^{-4}\,U\), with \(g_0\) the acceleration of gravity. In a vertical channel gravity acts along the flow. At fixed flow rate, pressure balances any density excess shared by the whole cross-section, so only density differences across the section change the velocity profile. The scale \(g_0\Delta\rho\,h^2/\mu\), larger by \(\sigma/h=1.86/0.2=9.3\), or \(6\times10^{-3}\,U\), is therefore an upper estimate.

The remaining values are in the numerical output.

## Numbers as computed

```
Temperature: 400 K
Pressure: 760 Torr
Molecular diffusivity D: 0.2 cm2/s
Full gap h: 0.2 cm
Mean velocity U: 40 cm/s
Channel length: 40 cm
Channel width W: 20 cm
Peclet number: 40
Transit time: 1 s
Gap diffusion time h^2/D: 0.2 s
Slowest gap-mode time h^2/(pi^2 D): 0.02026 s
Pe^2/210: 7.619
D_eff/D, formula: 8.61905
D_eff/D, moment equations, 80 cells: 8.61904
Relative shift from 40 to 80 cells: 6.79e-06
D_eff/D, lowest Fourier decay rate: 8.61904
D_eff: 1.724 cm2/s
Variance 2 D_eff t at outlet: 3.448 cm2
Pulse standard deviation at outlet: 1.857 cm
Same with molecular diffusion only: 0.6325 cm
Pulse standard deviation in time: 46.42 ms
Finite-time variance offset, formula: -0.01524 cm2
Finite-time variance offset, numerical: -0.01525 cm2
Mean shift for release at plate, formula: -0.1333 cm
Mean shift for release at plate, numerical: -0.1332 cm
Skewness at outlet: -0.0346
Shape error / peak at t = 5 h^2/D: 0.886 %
Shape error / peak at t = 20 h^2/D: 0.420 %
Shape error / peak at t = 80 h^2/D: 0.204 %
Peclet number where D_eff = 2D: 14.49
1 Torr case: D: 152 cm2/s
1 Torr case: U: 400 cm/s
1 Torr case: Peclet number: 0.5263
1 Torr case: Pe^2/210: 0.1319 %
1 Torr case: mean free path / gap: 0.03564
Lateral diffusion length sqrt(2Dt): 0.6325 cm
Width diffusion time W^2/D: 2000 s
Side walls: added whole-width variance: 1.58 cm2
Side walls: added / plate variance: 45.83 %
Side walls: late factor on 1/210, mode sum: 7.754
Side walls: late factor, thin-layer limit: 7.958
Valve opening time: 50 ms
Duration deviation with valve time: 48.61 ms
Nitrogen viscosity (rough): 2.2e-05 Pa s
Reynolds number U h/nu: 31.02
Flow development length: 0.6286 cm
Pressure drop / pressure: 1.04e-04
Mean free path / gap: 4.69e-05
Precursor mole fraction: 0.001
Buoyancy velocity scale / U: 6.44e-04
Change of D_eff for +10 K in D: -3.226 %
Precursor thermal speed: 3.43e+04 cm/s
Sticking probability for 1 % loss: 1.17e-07
```
